# Fourth-root growth of peak lateral force on a circular incommensurate flake

## First derivation: a uniform flake cut into chords

**Result.** A rigid circular flake of contact area $A$ rests on a sinusoidal substrate with which it is incommensurate. Its largest lateral force oscillates as the flake grows, and the envelope of that oscillation is

$$F_{\rm env}=\frac{4\sqrt2\,\pi^{1/4}\,c\,u\,G}{A_c\,q^{3/2}}\,A^{1/4},\qquad c=1.760 .\tag{1}$$

Here $u$ is the energy amplitude per site, $G$ the substrate wave number, $A_c$ the area of a flake cell and $q$ the wave number of the moiré pattern. The formula is the leading term when the radius $R$ satisfies $qR\gg1$. The power $1/4$ belongs to the envelope: between its peaks the force of the uniform flake falls to zero.

**The model.** One interaction site stands for each cell of a triangular flake. A site at position $\mathbf r$ has the energy

$$V(\mathbf r)=2u\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r),\qquad \sum_j\mathbf G_j=0,\tag{2}$$

where the three vectors $\mathbf G_j$ have length $G$ and lie $120^\circ$ apart. This is the lowest harmonic of a triangular substrate with inversion symmetry. The force on the site is

$$-\nabla V=2u\sum_j\mathbf G_j\sin(\mathbf G_j\cdot\mathbf r).\tag{3}$$

In a frame carried by the flake, with its origin at the centre of the disc, the sites are $\mathbf s=\mathbf n+\boldsymbol\tau$ with $|\mathbf s|<R$. The $\mathbf n$ are flake lattice vectors, and the offset $\boldsymbol\tau$ says where the disc was cut from the lattice. Displacing the flake by $\mathbf d$ moves the sites to $\mathbf s+\mathbf d$. The orientation is held fixed and the flake does not deform. The total force is then

$$\mathbf F(\mathbf d)=2u\sum_j\mathbf G_j\sum_{|\mathbf s|<R}\sin\!\big(\mathbf G_j\cdot(\mathbf s+\mathbf d)\big).\tag{4}$$

The maximum lateral force $F_{\max}$ means the largest value of $|\mathbf F(\mathbf d)|$ over all displacements. It is an upper bound on the force needed to start sliding, and the actual threshold can be lower. A flake guided along one line may never reach that displacement, and a flake free to move sideways may become unstable before it gets there.

**The wave that the sites sample.** The sum over sites cannot be turned into an integral straight away, because $\sin(\mathbf G_j\cdot\mathbf s)$ varies on the scale of the site spacing. Let $\mathbf g_j$ be the flake reciprocal vector nearest to $\mathbf G_j$, and define

$$\mathbf q_j=\mathbf G_j-\mathbf g_j .\tag{5}$$

Since $\mathbf g_j\cdot\mathbf n$ is a multiple of $2\pi$, we have $e^{i\mathbf g_j\cdot\mathbf s}=e^{i\mathbf g_j\cdot\boldsymbol\tau}$ at every site, and therefore

$$e^{i\mathbf G_j\cdot\mathbf s}=e^{i\mathbf g_j\cdot\boldsymbol\tau}\,e^{i\mathbf q_j\cdot\mathbf s}.\tag{6}$$

The identity holds without approximation. It says that the sites sample a slower wave, the moiré wave. Both lattices have threefold symmetry, so the three $\mathbf q_j$ have a common length $q$. For lattice wave numbers $G$ and $g$ at a twist angle $\theta$, the law of cosines gives $q^2=G^2+g^2-2Gg\cos\theta$. Equal lattices have $q=2G\sin(\theta/2)$.

The approximation of this first derivation enters now: the sum over sites becomes an integral over the disc with uniform density $1/A_c$. Put

$$\alpha_j=\mathbf G_j\cdot\mathbf d+\mathbf g_j\cdot\boldsymbol\tau .\tag{7}$$

Then

$$\mathbf F(\mathbf d)=\frac{2u}{A_c}\sum_j\mathbf G_j\int_{|\mathbf s|<R}\sin(\alpha_j+\mathbf q_j\cdot\mathbf s)\,d^2s .\tag{8}$$

Expand the sine as $\sin\alpha_j\cos(\mathbf q_j\cdot\mathbf s)+\cos\alpha_j\sin(\mathbf q_j\cdot\mathbf s)$. The second term is odd in $\mathbf s$ and integrates to zero over the disc. The first leaves the same integral for all three waves:

$$\mathbf F(\mathbf d)=\frac{2uD}{A_c}\sum_j\mathbf G_j\sin\alpha_j,\qquad D=\int_{|\mathbf s|<R}\cos(\mathbf q\cdot\mathbf s)\,d^2s .\tag{9}$$

The ratio $D/A_c$ acts as an effective number of sites pulling together. The moiré wave number enters $D$, while the prefactor keeps $G$, because a displacement of the flake by one substrate period restores the force.

**Maximising over displacement.** The vectors $\mathbf G_j$ sum to zero and so do the $\mathbf g_j$. Hence $\alpha_1+\alpha_2+\alpha_3=0$. Two of the angles can be chosen freely, because $\mathbf G_1$ and $\mathbf G_2$ are linearly independent. The offset $\boldsymbol\tau$ thus drops out of the maximum, and

$$F_{\max}=\frac{2uGc\,|D|}{A_c},\qquad c=\max\Big|\sum_j\hat{\mathbf G}_j\sin\alpha_j\Big| .\tag{10}$$

To find $c$, write $\alpha_2=\beta+\delta$, $\alpha_3=\beta-\delta$ and $\alpha_1=-2\beta$. Take one axis along $\hat{\mathbf G}_1$; the other two unit vectors have components $-\tfrac12$ along it and $\pm\tfrac{\sqrt3}{2}$ across it. The components of the vector sum are

$$v_\parallel=-\sin2\beta-\sin\beta\cos\delta,\qquad v_\perp=\sqrt3\cos\beta\sin\delta .\tag{11}$$

With $b=\cos\beta$ and $k=\cos\delta$, the squared length becomes a polynomial on the square $|b|\le1$, $|k|\le1$:

$$Q=(1-b^2)(2b+k)^2+3b^2(1-k^2).\tag{12}$$

It is unchanged when $b$ and $k$ both change sign, so $b\ge0$ suffices. As a function of $k$ it is quadratic, with leading coefficient $1-4b^2$.

If $4b^2\le1$, the quadratic is convex or linear and its maximum lies at an end. For $b\ge0$ the better end is $k=1$, where $\sqrt Q=\sin2\beta+\sin\beta$. Its derivative vanishes when $2\cos2\beta+\cos\beta=0$, that is $4b^2+b-2=0$, so

$$b=\frac{\sqrt{33}-1}{8}=0.593 .\tag{13}$$

Substitution gives $1-b^2=(15+\sqrt{33})/32$ and $(2b+1)^2=(21+3\sqrt{33})/8$. Their product is

$$Q=\frac{207+33\sqrt{33}}{128}=c^2,\qquad c=1.760 .\tag{14}$$

This is the largest value on the whole edge $k=1$, since $Q=1$ at $b=0$ and $Q=0$ at $b=1$.

If $4b^2>1$, the quadratic is concave, with its vertex at $k=2b(1-b^2)/(4b^2-1)$. A vertex outside the square sends the maximum back to the edge just treated. A vertex inside gives, with $t=b^2$,

$$Q=4t(1-t)+3t+\frac{4t(1-t)^2}{4t-1}=\frac{3t(-4t^2+8t-1)}{4t-1}.\tag{15}$$

Setting the derivative to zero gives $32t^3-44t^2+16t-1=(2t-1)(16t^2-14t+1)=0$. The root $t=\tfrac12$ has $Q=3$, and so does the end $t=1$. The root $t=(7+\sqrt{33})/16$ gives once more $(207+33\sqrt{33})/128$. The remaining root is below $\tfrac14$ and does not belong to this case. No point of the square exceeds (14), which settles $c$. On the edge $k=1$, where $\alpha_2=\alpha_3$, the strongest force points along $-\mathbf G_1$ or $+\mathbf G_1$, according to the sign of $\beta$; both directions are equally strong.

**The disc integral.** Cut the disc into strips perpendicular to $\mathbf q$. Along a strip the moiré phase is constant, and the strip at distance $x$ from the centre has length $2\sqrt{R^2-x^2}$. Therefore

$$D=\int_{-R}^{R}2\sqrt{R^2-x^2}\,\cos(qx)\,dx .\tag{16}$$

Integrate by parts. The boundary term vanishes because the chord length is zero at both ends. The remaining integrand is even, so

$$D=\frac4q\int_0^R\frac{x\,\sin(qx)}{\sqrt{R^2-x^2}}\,dx .\tag{17}$$

The weight is smooth except at the rim, where it has an inverse square root singularity. Let $t=R-x$ be the distance inward from the rim. The weight becomes

$$p(t)=\frac{R-t}{\sqrt{t(2R-t)}}=\sqrt{\frac{R}{2t}}+h(t),\tag{18}$$

where $h$ vanishes as $\sqrt{t/R}$ at the rim. Keep the singular part and extend its integral to infinity. With $t=y^2$ the required integral is Gaussian:

$$\int_0^\infty t^{-1/2}e^{-iqt}\,dt=2\int_0^\infty e^{-iqy^2}dy=\sqrt{\frac{\pi}{q}}\;e^{-i\pi/4}.\tag{19}$$

It is understood as the limit of vanishing damping. Multiplying by $e^{iqR}$ and taking the imaginary part yields

$$D\simeq\frac4q\sqrt{\frac R2}\sqrt{\frac\pi q}\,\sin\!\Big(qR-\frac\pi4\Big)=\frac{2\sqrt{2\pi R}}{q^{3/2}}\,\sin\!\Big(qR-\frac\pi4\Big).\tag{20}$$

Two pieces were dropped from the integral in (17). One is the integral of $h(t)\sin(q(R-t))$ from $0$ to $R$. As a function of $t/R$, $h$ has an integrable derivative that does not depend on $R$, so one integration by parts bounds this piece by a fixed number times $1/q$. The other is the tail of $\sqrt{R/2t}$ beyond $t=R$, where the same step gives a bound of the same form. The retained integral has the amplitude $\sqrt{\pi R/2q}$. The dropped part, relative to that amplitude, is therefore at most of order $(qR)^{-1/2}$ and vanishes for a large flake.

**From radius to area.** The envelope replaces $|\sin(qR-\pi/4)|$ by one. Inserting (20) in (10) gives

$$F_{\rm env}=\frac{2uGc}{A_c}\,\frac{2\sqrt{2\pi R}}{q^{3/2}} .\tag{21}$$

Since $R=(A/\pi)^{1/2}$, the root is $\sqrt{2\pi R}=\sqrt2\,\pi^{1/2}A^{1/4}\pi^{-1/4}=\sqrt2\,\pi^{1/4}A^{1/4}$. The numerical factors combine to $2\cdot2\cdot\sqrt2=4\sqrt2$, and (1) follows.

**What survives the cancellation.** Inside the flake, strips half a moiré wavelength apart pull in opposite directions, and their lengths change slowly from one strip to the next. Near the two ends of the diameter along $\mathbf q$ the strip length changes abruptly, as $2\sqrt{2Rt}$. A cap of depth $1/q$ there has the area

$$\int_0^{1/q}2\sqrt{2Rt}\,dt=\frac{4\sqrt2}{3}\,\frac{R^{1/2}}{q^{3/2}} .\tag{22}$$

This has the same dependence on $R$ and $q$ as the envelope of $D$. The uncancelled force is that of two rim caps whose depth is fixed by the moiré pattern and whose width grows as $R^{1/2}$. The caps reinforce or oppose each other according to $qR$, which produces the zeros.

**Small flakes and small misfit.** When $qR\ll1$ the cosine in (9) is close to one over the disc, so $D\to\pi R^2=A$ and the force grows linearly with area. All cells then pull together. The linear law meets the envelope where $\pi R^2=2\sqrt{2\pi R}\,q^{-3/2}$, hence at

$$qR=\Big(\frac8\pi\Big)^{1/3},\tag{23}$$

which is about 1.4. This locates the crossover between the two laws. If the misfit is reduced at fixed $R$, the envelope rises as $q^{-3/2}$ until this crossover, after which (1) no longer applies. For a large incommensurate flake the envelope per unit area falls as $A^{-3/4}$. In this rigid model, the contact therefore loses its lateral stress as it grows, although its peak total force still increases.

## Second derivation: discrete sites and the rim

**Symbols and results carried over.** The flake has radius $R$, area $A=\pi R^2$ and cell area $A_c$. Each site has the energy $2u\sum_j\cos(\mathbf G_j\cdot\mathbf r)$ with $|\mathbf G_j|=G$. The nearest flake reciprocal vectors are $\mathbf g_j$, the moiré vectors are $\mathbf q_j=\mathbf G_j-\mathbf g_j$ with length $q$, and $\boldsymbol\tau$ is the offset of the flake lattice from the disc centre. If the three waves share the disc integral $D$, the largest force over displacements is $F_{\max}=2uGc|D|/A_c$, with $c=1.760$. The first derivation replaced the sites by a uniform density and found the envelope $D_{\rm env}=2\sqrt{2\pi R}\,q^{-3/2}$.

**Keeping the sites.** Now let the sites remain discrete. The force depends on the three sums

$$S_j(\boldsymbol\tau)=\sum_{|\mathbf n+\boldsymbol\tau|<R}e^{i\mathbf G_j\cdot(\mathbf n+\boldsymbol\tau)},\qquad
\mathbf F(\mathbf d)=2u\sum_j\mathbf G_j\,{\rm Im}\big(e^{i\mathbf G_j\cdot\mathbf d}S_j\big).\tag{24}$$

A shift of $\boldsymbol\tau$ by a lattice vector only relabels the sites, so $S_j$ is periodic in $\boldsymbol\tau$ and has a Fourier series over all flake reciprocal vectors $\mathbf g$. The coefficient of $e^{i\mathbf g\cdot\boldsymbol\tau}$ is the cell average of $S_je^{-i\mathbf g\cdot\boldsymbol\tau}$. Because $e^{-i\mathbf g\cdot\mathbf n}=1$, the sum over $\mathbf n$ and the integral over one cell join into one integral over the disc:

$$\frac1{A_c}\int_{|\mathbf r|<R}e^{i(\mathbf G_j-\mathbf g)\cdot\mathbf r}\,d^2r=\frac{D(|\mathbf G_j-\mathbf g|)}{A_c}.\tag{25}$$

The term $\mathbf g=\mathbf g_j$ is the moiré term of the uniform flake. It now has a meaning that needs no smearing: $D(q)/A_c$ is the average of $S_je^{-i\mathbf g_j\cdot\boldsymbol\tau}$ over the places at which the disc may be cut from its lattice.

**From the disc to its rim.** The plane wave is a divergence,

$$e^{i\mathbf q\cdot\mathbf r}=\nabla\cdot\Big(-\frac{i\mathbf q}{q^2}e^{i\mathbf q\cdot\mathbf r}\Big),\tag{26}$$

since the gradient brings down $i\mathbf q$ and $-i\cdot i=1$. The divergence theorem turns the disc integral into one around the rim. With $\phi$ measured from $\mathbf q$, the outward normal has $\mathbf q\cdot\hat{\mathbf n}=q\cos\phi$ and the arc element is $R\,d\phi$:

$$D=-\frac{iR}{q}\int_0^{2\pi}\cos\phi\;e^{iqR\cos\phi}\,d\phi .\tag{27}$$

The part with $\cos(qR\cos\phi)$ changes sign under $\phi\to\pi-\phi$ and vanishes. What remains is

$$D=\frac Rq\int_0^{2\pi}\cos\phi\,\sin(qR\cos\phi)\,d\phi=\frac{2\pi R}{q}J_1(qR).\tag{28}$$

To identify the Bessel function, expand the sine in powers of $x=qR$. The mean of $\cos^{2m+2}\phi$ is $(2m+2)!/[2^{2m+2}((m+1)!)^2]$. Multiplying by $(-1)^mx^{2m+1}/(2m+1)!$ gives $(-1)^m(x/2)^{2m+1}/[m!(m+1)!]$, which is the general term of $J_1(x)$.

**Stationary points on the rim.** For large $x$ the phase $x\cos\phi$ turns quickly, except at $\phi=0$ and $\phi=\pi$. Near $\phi=0$, $\cos\phi\simeq1-\phi^2/2$, and the Gaussian integral gives $\sqrt{2\pi/x}\,e^{i(x-\pi/4)}$. Near $\phi=\pi$ the prefactor $\cos\phi$ is $-1$ and the phase is reversed, which gives $-\sqrt{2\pi/x}\,e^{-i(x-\pi/4)}$. Elsewhere integration by parts leaves terms of order $1/x$. The two contributions add to $2i\sqrt{2\pi/x}\,\sin(x-\pi/4)$, so

$$D\simeq-\frac{iR}{q}\,2i\sqrt{\frac{2\pi}{qR}}\,\sin\!\Big(qR-\frac\pi4\Big)
=\frac{2\sqrt{2\pi R}}{q^{3/2}}\,\sin\!\Big(qR-\frac\pi4\Big).\tag{29}$$

This agrees with the chord calculation in magnitude and phase. Inserting its amplitude in $F_{\max}=2uGc|D|/A_c$ and using $R=(A/\pi)^{1/2}$ gives

$$F_{\rm env}=\frac{4\sqrt2\,\pi^{1/4}c\,uG}{A_cq^{3/2}}A^{1/4}.\tag{30}$$

The geometry is that of a Fresnel zone. Each stationary point contributes an arc of length of order $\sqrt{R/q}$, and the factor $1/q$ converts this rim length into an effective area.

The rim formula also shows why the circle matters. Along a straight edge perpendicular to $\mathbf q$ the phase is constant, and an edge of length $L$ contributes $L/q$ in magnitude. For a fixed shape $L$ grows as $A^{1/2}$, so a polygon with such an edge need not follow the fourth-root law.

**How sharp the envelope is.** Let $w=\sqrt x\,J_1(x)$. Bessel's equation becomes $w''+w=3w/(4x^2)$. Define $E=w^2+w'^2$. Then

$$E'=2w'(w+w'')=\frac{3ww'}{2x^2},\qquad |E'|\le\frac{3E}{4x^2}.\tag{31}$$

Integrating to infinity, where (29) gives $E\to2/\pi$, shows that $E$ lies between $(2/\pi)e^{-3/4x}$ and $(2/\pi)e^{3/4x}$. Since $w^2\le E$, it follows that

$$|D|\le D_{\rm env}\,e^{3/(8qR)} .\tag{32}$$

At a peak of $|w|$, where $w'=0$, the lower limit applies to $w^2$ itself. The peaks therefore approach the envelope with a relative error of order $1/(qR)$ at most, which sharpens the estimate from the chords.

**What discreteness adds.** The other terms of the Fourier series have wave numbers $q_{\mathbf g}=|\mathbf G_j-\mathbf g|\ge q$. Parseval's theorem gives their mean square over offsets, and (32) bounds it:

$$\Big\langle\Big|S_je^{-i\mathbf g_j\cdot\boldsymbol\tau}-\frac{D(q)}{A_c}\Big|^2\Big\rangle
=\sum_{\mathbf g\ne\mathbf g_j}\frac{D(q_{\mathbf g})^2}{A_c^2}
\le\frac{8\pi R\,e^{3/(4qR)}}{A_c^2}\sum_{\mathbf g\ne\mathbf g_j}\frac1{q_{\mathbf g}^3}.\tag{33}$$

The last sum converges, because the number of reciprocal vectors in a ring of radius $k$ grows as $k$ and $\int k\,dk/k^3$ converges at large $k$. Discreteness thus adds an rms amount that grows no faster than $R^{1/2}$, or $A^{1/4}$. This is a statement about averages over the offset. The sum of the bounds on the amplitudes themselves, which fall as $q_{\mathbf g}^{-3/2}$, diverges, so the argument gives no strict bound of this form for each individual cut.

**What the two derivations assume.** Both take a rigid flake at fixed orientation, a circular rim, a single substrate harmonic and the same maximisation over displacement. Both need $\mathbf G_j$ to differ from every flake reciprocal vector; otherwise a term with $q=0$ appears and grows as $A$.

The chord derivation further assumes a uniform site density. It is short and gives the cancellation a direct picture, but cannot size the error of smearing. The rim derivation admits discrete sites, identifies the uniform result as an average over offsets and controls the rms remainder. Its price is that it says less about any single flake.

A softened rim changes the two arguments in the same way. If the uniform disc is convolved with a Gaussian of standard deviation $\ell$, its Fourier integral is multiplied by $e^{-q^2\ell^2/2}$. At fixed $\ell$ the exponent $1/4$ survives and the prefactor falls.

**A worked example.** Take equal triangular lattices with $a=0.246$ nm, $u=4.0$ meV, a twist of $10^\circ$ and $R=20$ nm. These are rough values in the regime of a graphene flake on graphite. A common superlattice would make the rotation matrix rational in the lattice basis, and hence its trace $2\cos\theta$ rational. But $4\cos^310^\circ-3\cos10^\circ=\cos30^\circ$ is irrational, so the contact is incommensurate.

The cell area is $\sqrt3a^2/2=0.05241$ nm² and $G=4\pi/(\sqrt3a)=29.49$ nm⁻¹. The moiré wave number is $q=2G\sin5^\circ=5.141$ nm⁻¹, so the moiré lattice has the period $4\pi/(\sqrt3q)=1.41$ nm. With $qR=102.8$ and $J_1(qR)=0.07852$,

$$\frac D{A_c}=\frac{2\pi(20)(0.07852)}{(5.141)(0.05241)}=36.6 .\tag{34}$$

Of about 24,000 cells, the equivalent of 37 pull together. One aligned cell gives $2uGc=0.4153$ eV/nm, so

$$F_{\max}=0.4153\times36.62=15.2\ {\rm eV/nm}=2.44\ {\rm nN}.\tag{35}$$

The envelope is also 2.44 nN to this precision, since the chosen radius lies almost at a peak. The uniform-flake force vanishes at $R=20.32$ nm, and successive zeros are about $\pi/q=0.61$ nm apart. At $R=40$ nm the area is four times larger and the envelope is 3.45 nN, larger by $\sqrt2$.

Discrete flakes were also summed site by site. At $R=20$ nm, with 144 evenly spaced offsets, the rms departure of one wave sum from its moiré term is 19% of the envelope of $D/A_c$. A second calculation used six random offsets and nine radius windows starting between 5 and 80 nm, each slightly wider than $\pi/q$ and sampled at 14 radii. The force was maximised on a $48\times48$ grid of displacement phases. A straight-line fit to the logarithms of peak force and area gives an exponent of 0.245; other sets of six offsets move it between about 0.244 and 0.252. For starting radii of 5, 10, 20, 40 and 80 nm, the mean peaks lie 11 to 15% above the uniform envelope; other sets of six offsets spread these means over about 9 to 18%. The calculation does not isolate the cause of this excess.

**Beside a real graphene contact.** Fixed orientation is a strong assumption. A free flake can lower its energy by turning to alignment, where the rigid model gives about 1600 nN instead of 2.4 nN, although energy barriers between successive force peaks can delay the turn. Even a small turn matters: $qR$ changes by $\pi$ when the angle changes by $\pi/[RG\cos(\theta/2)]$, or $0.31^\circ$, which carries the force from one peak to the next. The example therefore describes a flake whose angle is held to well within that range. Real flakes may also have straight edges, for which the circular law is not a design rule.

Rim disorder is another large correction. Suppose each of the 570 cells in an outer band of width $a$ (the count for a disc centred on a site; the average over cuts is about 587) is kept with probability one half. Independent choices have variance $1/4$ each, so the random part of a wave sum is $\tfrac12\sqrt{570}\simeq11.9$ sites, or 33% of the envelope. The number of rim cells grows as $R$, so this contribution too scales as $R^{1/2}$. The half-filled band also softens the rim on average, which multiplies the peaks of the mean wave sum by about $\cos(qa/2)=0.81$.

Temperature lowers the force needed to move the flake. Its energy is $2u(D/A_c)\sum_j\cos\alpha_j$, where the phases $\alpha_j$ sum to zero. Stationary points need equal sines: the cosine sum is $3$ at the maxima, $-1$ at the saddles and $-\tfrac32$ at the minima. Because $D$ is positive here, the barrier of the uniform flake is $uD/A_c=146$ meV, or 5.7 times the thermal energy at 300 K. In a single discrete flake the three wave sums differ, which can change this barrier by an amount comparable to the barrier itself.

Even without temperature, the force in (35) is an upper bound on the sliding threshold of the uniform flake. With $D>0$ it is reached on the flank of an energy maximum, where a flake free to move sideways is unstable and slips away. At stable equilibria the vector sum in (10) reaches only 1 instead of 1.760, so such a flake starts to slide at no more than about 1.4 nN. This reduction is tied to the sign of $D$: for $D<0$, about 0.6 nm away in radius, stable equilibria persist up to 1.73 to 1.76, depending on the direction of the pull. Slow pulling at room temperature can be assisted further by thermal hops.

Elastic relaxation can be estimated with a rough sheet shear modulus $\mu=150$ N/m, or 936 eV/nm². For a small twist of equal lattices $\mathbf q_j$ is nearly perpendicular to $\mathbf G_j$, so the interior deforms mainly in shear. Balancing $\mu q^2$ times the displacement against the force density $2uG/A_c$ gives a phase change $2uG^2/(A_c\mu q^2)=0.005$ rad for one wave. The three waves together reach about $c$ times this, or 0.01 rad, which is negligible. Near the rim the force is unbalanced. In a two-dimensional elastic sheet, the displacements at distances $r$ and $L$ from a point force $F$ differ by an amount of order $F\ln(L/r)/(4\pi\mu)$. With $F=F_{\rm env}$, $r=1/q$ and $L=R$, the phase change is of order $GF_{\rm env}\ln(qR)/(4\pi\mu)$. This estimate gives 0.18 rad at 20 nm and reaches 1 rad near 260 nm. It is an order-of-magnitude estimate that leaves out two opposing effects. It concentrates the whole rim force in one region of size $1/q$, whereas in the model the force is shared between rim arcs of length about $\sqrt{R/q}$, which lowers the phase change. It also treats the force as acting inside an unbounded sheet, whereas a free edge is more compliant, which raises the phase change. The radius of 260 nm is therefore only a rough scale for the failure of the rigid description.

Finally, a second substrate harmonic has wave numbers $\sqrt3G$ and $\sqrt3q$. If its energy amplitude is assumed to be 10% of the first, its force envelope is $0.10\times\sqrt3\times(\sqrt3)^{-3/2}=0.076$ of the first. It changes the prefactor modestly and obeys the same fourth-root law.
